# Transmission through a site-energy step in a tight-binding chain

## Problem

An infinite chain has one orbital per site. The site energy is \(0\) for \(n\le 0\) and \(U\) for \(n\ge 1\). Every bond has the same hopping \(-t\), with \(t>0\), including the bond between sites 0 and 1. The amplitudes of a stationary state obey

\[
E\psi_n=\varepsilon_n\psi_n-t(\psi_{n+1}+\psi_{n-1}).
\]

An electron arrives from the left with an energy inside both bands, so that

\[
E=-2t\cos k=U-2t\cos q,\qquad 0<k,q<\pi .
\]

Wave numbers are in radians per site. The electrons do not interact, and scattering is elastic. Find the transmission probability \(T\) as a function of \(k\) and \(q\).

## A tempting solution

\(T\) is a ratio of currents, so the current comes first. From \(i\hbar\dot\psi_n=\varepsilon_n\psi_n-t(\psi_{n+1}+\psi_{n-1})\),

\[
\frac{d|\psi_n|^2}{dt'}=-\frac{2t}{\hbar}\,\mathrm{Im}(\psi_n^*\psi_{n+1})+\frac{2t}{\hbar}\,\mathrm{Im}(\psi_{n-1}^*\psi_n),
\]

where \(t'\) is time. The right side is inflow minus outflow, so the current on the bond from \(n\) to \(n+1\) is

\[
J=\frac{2t}{\hbar}\,\mathrm{Im}(\psi_n^*\psi_{n+1}).
\]

A wave \(e^{ikn}\) carries \(2t\sin k/\hbar\), which is positive for \(0<k<\pi\): it moves to the right.

Now write \(\psi_n=e^{ikn}+re^{-ikn}\) on the left and \(\psi_n=\tau e^{iqn}\) on the right. As at a potential step in the continuum, demand that the wave be continuous and that its slope match, but replace the wave numbers in the continuum slope condition \(k(1-r)=q\tau\) by the lattice velocity factors \(\sin k\) and \(\sin q\):

\[
1+r=\tau,\qquad \sin k\,(1-r)=\sin q\,\tau .
\]

Putting \(r=\tau-1\) into the second condition gives \(\tau=2\sin k/(\sin k+\sin q)\), and therefore

\[
T_{\rm w}=\frac{\sin q}{\sin k}|\tau|^2=\frac{4\sin k\sin q}{(\sin k+\sin q)^2}.
\]

This passes several sanity checks. It equals 1 for \(k=q\). With \(r=(\sin k-\sin q)/(\sin k+\sin q)\) it satisfies \(|r|^2+T_{\rm w}=1\). For small \(k\) and \(q\) it becomes the continuum result \(4kq/(k+q)^2\). It is nevertheless wrong.

## Where it fails

The matching conditions must come from the site equations. The equation at site 0 contains the true \(\psi_1\). The left-hand waves solve the same equation with their own continuation to \(n=1\), so the two values must agree. Likewise, the equation at site 1 forces the right-hand wave, continued to \(n=0\), to equal \(\psi_0\). Hence

\[
1+r=\tau,\qquad e^{ik}+re^{-ik}=\tau e^{iq}.
\]

The first condition was correct. Split the exponentials in the second:

\[
\cos k\,(1+r)+i\sin k\,(1-r)=\tau\cos q+i\tau\sin q .
\]

Replace \(1+r\) by \(\tau\), divide by \(i\tau\), and use \(\cos q-\cos k=U/2t\), which follows from the two expressions for \(E\):

\[
\frac{\sin k\,(1-r)}{\tau}=\sin q-i\,\frac{U}{2t}.
\]

The tempting solution dropped the imaginary term. Current conservation could not reveal this. It reads \(\sin k\,(1-|r|^2)=\sin q\,|\tau|^2\), and since \(1-|r|^2=\mathrm{Re}[(1-r)(1+r)^*]=\mathrm{Re}[(1-r)\tau^*]\), it fixes only the real part of the quotient above. This is why \(|r|^2+T_{\rm w}=1\) held for a wrong answer.

## Solution with the Green function

Keep sites 0 and 1 and eliminate the rest. On the left,

\[
\psi_0=1+r,\qquad \psi_{-1}=e^{-ik}+re^{ik}=e^{ik}\psi_0-2i\sin k .
\]

On the right, \(\psi_2=e^{iq}\psi_1\). The equations at sites 0 and 1 become

\[
(E+te^{ik})\psi_0+t\psi_1=2it\sin k,
\]
\[
t\psi_0+(E-U+te^{iq})\psi_1=0 .
\]

The leads have thus added the self-energies \(\Sigma_L=-te^{ik}\) to site 0 and \(\Sigma_R=-te^{iq}\) to site 1. These are the retarded ones: if \(E\) is given a small imaginary part \(i\eta\) with \(\eta>0\), then \(2t\sin k\,\delta k=i\eta\), so \(k\) acquires a positive imaginary part and waves leaving the step decay with distance. The same holds for \(q\). The level widths are

\[
\Gamma_L=i(\Sigma_L-\Sigma_L^*)=2t\sin k,\qquad \Gamma_R=2t\sin q ,
\]

and the source on site 0 is \(i\Gamma_L\). If \(G\) denotes the inverse of the coefficient matrix, then

\[
\psi_0=1+r=i\Gamma_LG_{00},\qquad \psi_1=i\Gamma_LG_{10}.
\]

The incoming current is \(\Gamma_L/\hbar\) and the transmitted current is \(\Gamma_R|\psi_1|^2/\hbar\). The current-normalized transmission amplitude is therefore

\[
s=\sqrt{\Gamma_R/\Gamma_L}\,\psi_1=i\sqrt{\Gamma_L\Gamma_R}\,G_{10},
\]

which is the Fisher-Lee formula for this chain. Its squared modulus is the Caroli formula,

\[
T=\Gamma_L\Gamma_R|G_{10}|^2 .
\]

It remains to invert a two-by-two matrix. Since \(E+te^{ik}=-2t\cos k+te^{ik}=-te^{-ik}\), and similarly \(E-U+te^{iq}=-te^{-iq}\),

\[
G^{-1}=\begin{pmatrix}-te^{-ik}&t\\ t&-te^{-iq}\end{pmatrix}.
\]

With \(\theta=(k+q)/2\), the determinant is

\[
D=t^2(e^{-2i\theta}-1)=t^2e^{-i\theta}(e^{-i\theta}-e^{i\theta})=-2it^2e^{-i\theta}\sin\theta .
\]

Hence

\[
G_{10}=-\frac tD=\frac{e^{i\theta}}{2it\sin\theta},\qquad |G_{10}|^2=\frac{1}{4t^2\sin^2\theta}.
\]

Multiplying by \(\Gamma_L\Gamma_R=4t^2\sin k\sin q\) gives

\[
\boxed{T=\frac{\sin k\,\sin q}{\sin^2\!\big((k+q)/2\big)}}
\]

The reflected wave provides a check. Put \(\delta=(k-q)/2\). From \(G_{00}=-te^{-iq}/D\),

\[
1+r=i\Gamma_LG_{00}=\frac{\sin k\,e^{i\delta}}{\sin\theta}.
\]

Because \(\theta=k-\delta\), we have \(\sin\theta=\sin k\cos\delta-\cos k\sin\delta\). Subtracting 1 then leaves

\[
r=\frac{i\sin k\sin\delta+\cos k\sin\delta}{\sin\theta}=e^{ik}\frac{\sin\delta}{\sin\theta}.
\]

So \(R=\sin^2\delta/\sin^2\theta\). The identity \(\sin^2\theta-\sin^2\delta=\sin(\theta+\delta)\sin(\theta-\delta)=\sin k\sin q\) gives \(R+T=1\).

## What the missing term does

The denominator can be rewritten as

\[
4\sin^2\theta=2-2\cos(k+q)=(\sin k+\sin q)^2+(\cos q-\cos k)^2 .
\]

Dividing by \(4\sin k\sin q\) gives

\[
\frac1T=\frac1{T_{\rm w}}+\frac{(U/2t)^2}{4\sin k\sin q}.
\]

The tempting formula thus overestimates the transmission for any nonzero step. For long waves \(U/2t\approx(k^2-q^2)/2\), which is second order in the wave numbers, whereas \(\sin k+\sin q\) is first order. The extra term then drops out and \(T\to4kq/(k+q)^2\).

The tempting formula does solve a different problem. Give site 1 the energy \(U/2\) and let the upper level begin at site 2. Keeping site 1 alone and eliminating both leads as before, with the phase of the incoming wave measured from that site, the source is again \(i\Gamma_L\) and \(T=\Gamma_L\Gamma_R|G_{11}|^2\). Averaging the two expressions for \(E\) gives \(E-U/2=-t(\cos k+\cos q)\), so

\[
G_{11}=\frac{1}{E-U/2+te^{ik}+te^{iq}}=\frac{1}{it(\sin k+\sin q)},
\]

and the transmission is \(T_{\rm w}\). One intermediate site removes the imaginary mismatch.

## Energy dependence at fixed step

Set \(\cos k=\tanh a\) and \(\cos q=\tanh b\), so that \(\sin k=1/\cosh a\) and \(\sin q=1/\cosh b\). Then

\[
T=\frac{2\sin k\sin q}{1-\cos k\cos q+\sin k\sin q}=\frac{2}{\cosh(a-b)+1}=\frac1{\cosh^2\!\big((a-b)/2\big)} .
\]

Take \(0<U<4t\), write \(c=\cos k\) and \(c'=\cos q=c+U/2t\), and vary \(c\) at fixed \(U\):

\[
\frac{d(b-a)}{dc}=\frac1{1-c'^2}-\frac1{1-c^2}.
\]

This has the sign of \(c'^2-c^2=(U/2t)(2c+U/2t)\), which passes from negative to positive at \(c=-U/4t\). There the positive difference \(b-a\) is smallest and \(T\) is largest. This point is \(E=U/2\), where \(k+q=\pi\) and

\[
T_{\max}=\sin^2k=1-\left(\frac{U}{4t}\right)^2 .
\]

The velocities on the two sides are equal at this energy, so \(T_{\rm w}=1\), yet the abrupt step still reflects.

Just above the bottom of the right band, \(q\to0\) and \(T\approx2q\cot(k/2)\), with \(q\approx\sqrt{(E-U+2t)/t}\). The transmission therefore opens as a square root. Below that edge \(q\) is imaginary, the wave on the right decays and carries no current, and \(T=0\); the boxed formula with real \(q\) no longer applies.

## Numerical example

Take the round model parameters \(t=1\) eV, \(U=1\) eV and \(E=-0.8\) eV; they represent no particular material. Then \(\cos k=0.4\) and \(\cos q=0.9\), so \(k=1.159\), \(q=0.451\), and

\[
T=\frac{0.9165\times0.4359}{0.5197}\approx0.769,\qquad R\approx0.231 .
\]

The Caroli product gives the same value: \(1.8330\times0.8718\times0.4810\approx0.769\), with the widths in eV and \(|G_{10}|^2\) in eV\(^{-2}\). The tempting formula gives \(4(0.9165)(0.4359)/(1.3524)^2\approx0.874\), about 14% above the correct value. This agrees with the 0.8737 found numerically for a chain with one site at \(U/2\). The continuum expression at the same \(k\) and \(q\) gives 0.807. At \(E=0.5\) eV the transmission reaches its maximum, 0.9375.

A test by time evolution uses no stationary scattering state. A packet with a standard deviation of 40 sites, sent against the step on a 1200-site chain, leaves a probability of 0.767352 beyond it. The boxed formula averaged over the packet's momenta gives 0.767352. The small difference from 0.7686 reflects the packet's momentum spread.

For one channel with two spin states, ideal contacts and small bias, the zero-temperature conductance is \((2e^2/h)T=77.48\times0.7686\approx59.6\) µS. At 300 K, with the chemical potential held at \(-0.8\) eV, averaging \(T(E)\) with the weight \(-\partial f/\partial E\), where \(f\) is the Fermi function, gives 59.1 µS, about 0.8% less. The curve \(T(E)\) flattens as the energy rises, so the loss below the chemical potential outweighs the gain above it.

At this chemical potential, 0.2 eV above the edge of the right band, the junction matters more. If its bond has strength \(t_c\), the off-diagonal elements of \(G^{-1}\) become \(t_c\), while the self-energies are unchanged. Then \(G_{10}=-t_c/(t^2e^{-i(k+q)}-t_c^2)\) and

\[
T=\frac{4t^2t_c^2\sin k\sin q}{|t^2e^{-i(k+q)}-t_c^2|^2}.
\]

For \(t_c=0.8\) eV, with the other parameters fixed, \(T\) falls to 0.700. In this example, changing one bond by 20% or inserting one intermediate site shifts the result far more than thermal averaging at 300 K. This ordering need not hold when the chemical potential lies within a few \(k_BT\) of the band edge, where \(T(E)\) bends sharply and thermal averaging has a much larger effect. Electron interactions and inelastic scattering lie outside the model, and their effect is not estimated here. The numerical output lists further energies.

## Computed values

```
hopping t = 1.000 eV
step U = 1.000 eV
energy E = -0.800 eV
cos k = 0.4000, cos q = 0.9000
sin k = 0.9165, sin q = 0.4359
k = 1.1593 rad per site
q = 0.4510 rad per site
sin^2((k+q)/2) = 0.5197
Gamma_L = 1.8330 eV
Gamma_R = 0.8718 eV
|G_10|^2 = 0.4810 eV^-2
T, closed formula = 0.768638
T, numerical Caroli = 0.768638
T, site equations = 0.768638
R, site equations = 0.231362
T, continuum formula at same k, q = 0.8066
conductance quantum 2e^2/h = 77.481 microsiemens
conductance at 0 K = 59.555 microsiemens
Transmission against energy (site equations):
  E = -0.95 eV: T = 0.5340
  E = -0.80 eV: T = 0.7686
  E = -0.50 eV: T = 0.8816
  E =  0.00 eV: T = 0.9282
  E =  0.50 eV: T = 0.9375
  E =  1.00 eV: T = 0.9282
  E =  1.80 eV: T = 0.7686
maximum at E = 0.500 eV, T = 0.9375
closed right band, E = -1.20 eV: R = 1.000000
small k = 0.02, q = 0.01: T = 0.888881
  continuum value = 0.888889
packet: 1200 sites, width 40 sites
  start at site -250, duration 300 hbar/t
  probability beyond step = 0.767352
  momentum-averaged formula = 0.767352
kT at 300 K = 0.02585 eV
thermal average of T at 300 K = 0.7622
conductance at 300 K = 59.057 microsiemens
T with one site at U/2 = 0.8737
T with junction bond 0.8 eV = 0.7004
largest deviation, Caroli = 1.5e-07
largest deviation, site equations = 1.2e-15
largest deviation, amplitudes = 1.7e-07
largest deviation, R and R+T = 1.6e-15
```
